# Drift-Diffusion Electron Flux from Momentum Balance and Its Low-Collisionality Failures, part 1

(Sections cited here and not found follow in the second part.)

## First half: from momentum balance to the flux

**Q.** Fluid models of processing plasmas write the electron flux as a drift term plus a diffusion term. Electrons obey Newton's law, so a field should set their acceleration. Why should it set their flux?

**A.** Because collisions with the gas can remove momentum as fast as the field supplies it. To see when that happens, start from the kinetic equation and keep every term.

Let $f(\mathbf x,\mathbf v,t)$ be the electron distribution, with charge $-e$ and mass $m$. There is no magnetic field. Then

$$\frac{\partial f}{\partial t}+\mathbf v\cdot\nabla f-\frac{e}{m}\mathbf E\cdot\nabla_v f=C+B,$$

where $C$ describes collisions with the gas and $B$ the birth of electrons by ionization. The density and mean velocity are

$$n=\int f\,d^3v,\qquad n\mathbf u=\int\mathbf v f\,d^3v,$$

and the flux is $\boldsymbol\Gamma=n\mathbf u$. I use SI units, with temperatures $T$ as energies, quoted in eV.

**Q.** Take the momentum moment, then, and show me the sign of the force.

**A.** Multiply by $mv_i$ and integrate over velocity. The time term gives $\partial(mnu_i)/\partial t$. The field term is integrated by parts, with $f$ vanishing at large speed:

$$-eE_j\int v_i\frac{\partial f}{\partial v_j}d^3v=+eE_j\int\delta_{ij}f\,d^3v=enE_i .$$

It stands on the left side, so on the right it becomes the force density $-enE_i$, as it should for a negative charge.

For the streaming term, write $\mathbf v=\mathbf u+\mathbf w$, where $\mathbf w$ has zero mean. The cross terms vanish, and

$$m\int v_iv_jf\,d^3v=mnu_iu_j+P_{ij},\qquad P_{ij}=m\int w_iw_jf\,d^3v .$$

The first part is momentum carried by the mean motion. The second is the pressure tensor, the momentum carried by random motion.

**Q.** And the collisions? A friction proportional to $\mathbf u$ looks like a guess.

**A.** It follows under a stated condition. Treat the gas particles as heavy and at rest. An electron with velocity $\mathbf v$ is deflected through an angle $\chi$. Averaged over directions around $\mathbf v$, the velocity after an elastic collision is $\mathbf v\cos\chi$, because the transverse parts cancel. The mean loss of momentum is therefore $m\mathbf v(1-\langle\cos\chi\rangle)$. If collisions occur at rate $\nu_c$, the loss rate is $m\nu\mathbf v$, with

$$\nu=\nu_c(1-\langle\cos\chi\rangle).$$

This is the momentum-transfer frequency. Summed over all electrons, the friction density is

$$\mathbf R=-m\int\nu\,\mathbf v f\,d^3v .$$

If $\nu$ does not depend on speed, it comes out of the integral and $\mathbf R=-m\nu n\mathbf u$, whatever the shape of $f$. I assume this now and return to speed-dependent $\nu$ below.

**Q.** Ionization adds electrons. Does it add momentum?

**A.** I assume that new electrons have no mean momentum, so $B$ contributes nothing to this moment. The balance is then

$$\frac{\partial(mn\mathbf u)}{\partial t}+\nabla\cdot(mn\mathbf u\mathbf u)+\nabla\cdot\mathsf P=-en\mathbf E-m\nu n\mathbf u .$$

The friction here counts elastic collisions only. Within the assumptions made so far, nothing else has been dropped.

**Q.** It is also not closed. You have an unknown tensor $\mathsf P$.

**A.** Yes, and that is where the second approximation will enter. Let $T$ be the scalar temperature that the fluid model uses, and put everything it misses into a remainder:

$$\mathsf P=nT\,\mathsf 1+\mathsf\Pi .$$

If $T$ is one third of the trace of $\mathsf P/n$, then $\mathsf\Pi$ is pure anisotropy. If $T$ is prescribed in some other way, $\mathsf\Pi$ also contains the error of the temperature.

The divergence of $nT\,\mathsf 1$ is $\nabla(nT)$. Move the friction to the left, everything else to the right, and divide by $m\nu$:

$$\boldsymbol\Gamma=-\frac{e}{m\nu}n\mathbf E-\frac{1}{m\nu}\nabla(nT)-\frac1\nu\left[\frac{\partial\boldsymbol\Gamma}{\partial t}+\nabla\cdot(\boldsymbol\Gamma\mathbf u)\right]-\frac{1}{m\nu}\nabla\cdot\mathsf\Pi .$$

The bracket is the inertia. The last term is the part of the pressure that a scalar $nT$ does not represent.

**Q.** So drift-diffusion means deleting the last two groups?

**A.** Yes. The inertia approximation deletes the bracket. The pressure approximation deletes $\mathsf\Pi$. What remains, with the product rule $\nabla(nT)=T\nabla n+n\nabla T$, is

$$\boldsymbol\Gamma=-\mu n\mathbf E-D\nabla n-\frac{D}{T}n\nabla T,\qquad \mu=\frac{e}{m\nu},\quad D=\frac{T}{m\nu}.$$

Dividing the two coefficients gives the Einstein relation $D/\mu=T/e$. The drift term is opposite to $\mathbf E$ because the charge is negative. The diffusion term points down the density gradient.

The familiar two-term flux, $-\mu n\mathbf E-D\nabla n$, needs the further assumption that $T$ is uniform. The momentum balance does not supply $T$. It must come from an energy equation or be prescribed.

**Q.** You call the deleted terms small. Compared with what?

**A.** Compare the inertia with the friction. Let the flux vary at angular frequency $\omega$ and over a length $L$. Then

$$\frac{|\partial\boldsymbol\Gamma/\partial t|}{\nu|\boldsymbol\Gamma|}\sim\frac{\omega}{\nu},\qquad \frac{|\nabla\cdot(\boldsymbol\Gamma\mathbf u)|}{\nu|\boldsymbol\Gamma|}\sim\frac{u}{\nu L}.$$

The first ratio asks whether electrons collide many times in one period. The second asks whether they collide many times while the mean flow crosses the length $L$.

The convective inertia can also be compared with the scalar pressure gradient:

$$\frac{mnu^2/L}{nT/L}=\frac{mu^2}{T}.$$

This is the square of the mean speed over the thermal speed $v_t=\sqrt{T/m}$. It matters when the drift and pressure terms nearly balance, since the small friction is then a poor yardstick.

**Q.** Ionization has vanished from your conditions. A newborn electron must be brought up to speed, and that costs momentum.

**A.** That cost is inside the bracket. Let $S=\int B\,d^3v$ be the ionization rate per volume, so that $\partial n/\partial t+\nabla\cdot(n\mathbf u)=S$. The product rule gives

$$\frac{\partial(n\mathbf u)}{\partial t}+\nabla\cdot(n\mathbf u\mathbf u)=n\left(\frac{\partial\mathbf u}{\partial t}+\mathbf u\cdot\nabla\mathbf u\right)+\mathbf uS .$$

The last term acts as extra friction with frequency $S/n$. Dropping it requires $S/n\ll\nu$.

**Q.** What about the pressure term? You cannot estimate $\mathsf\Pi$ without knowing $f$.

**A.** A scalar pressure needs a velocity distribution that is nearly isotropic about its mean. Collisions restore isotropy in a time of order $1/\nu$. Two things work against them: the directed acceleration by the field, and free flight from places where the distribution is different.

The field gives an electron a directed speed of order $u$ between collisions. Because flight times differ, this also spreads the velocities along the field, so one expects an anisotropy of order $mu^2/T$. Free flight carries electrons over the mean free path

$$\lambda=\frac{v_t}{\nu},$$

so locality requires $\lambda\ll L$. These are estimates; a solvable model in the second half gives actual coefficients.

**Q.** That makes four conditions: $\omega\ll\nu$, $u\ll\nu L$, $mu^2\ll T$ and $\lambda\ll L$. Are they independent?

**A.** Not for a flow driven by diffusion alone. Then $u\sim D/L$. Since $D=v_t^2/\nu=\nu\lambda^2$,

$$\frac{u}{\nu L}\sim\frac{\lambda^2}{L^2},\qquad \frac{mu^2}{T}=\frac{u^2}{v_t^2}\sim\frac{\nu^2\lambda^4}{L^2v_t^2}=\frac{\lambda^2}{L^2}.$$

Both follow from $\lambda\ll L$, provided $L$ is the local gradient length of the density; within about a mean free path of an absorbing wall that length shrinks to $\lambda$ and both fail, however wide the plasma. A field can make $u$ larger than this estimate, and a fast oscillation can violate $\omega\ll\nu$ even in a wide plasma, so in general each must be examined.

**Q.** Give me numbers. I want to see the same formula in a good case and a bad one.

**A.** Take round model parameters: $T=3$ eV, a gas at 300 K, a momentum-transfer rate coefficient $k_m=10^{-13}\ \mathrm{m^3/s}$, $L=30$ mm, frequency 13.56 MHz, $n=10^{16}\ \mathrm{m^{-3}}$ and $E=50$ V/m. Hold these fixed and change the gas pressure from 100 Pa to 1 Pa.

At 100 Pa the ideal-gas law gives a gas density

$$n_g=\frac{100\ \mathrm{Pa}}{k_B\,(300\ \mathrm K)}=2.414\times10^{22}\ \mathrm{m^{-3}},$$

so $\nu=k_mn_g=2.414\times10^9\ \mathrm{s^{-1}}$. The mobility is $\mu=e/(m\nu)=72.85\ \mathrm{m^2/(V\,s)}$. With $T/e=3$ V, the Einstein relation gives $D=3\times72.85=218.5\ \mathrm{m^2/s}$. The thermal speed is $7.26\times10^5$ m/s, and $\lambda=v_t/\nu=0.301$ mm.

At 1 Pa, $\nu$ is 100 times smaller, and $\mu$, $D$ and $\lambda$ are 100 times larger. The mean free path is then 30.1 mm, the size of the system.

**Q.** And the flux?

**A.** Let the field point along $+x$ and let the density rise along $+x$ with $dn/dx=n/L$. Both contributions then point along $-x$. At 100 Pa,

$$-\mu nE=-72.85\times10^{16}\times50=-3.64\times10^{19}\ \mathrm{m^{-2}s^{-1}},$$

$$-D\frac{n}{L}=-218.5\times\frac{10^{16}}{0.03}=-7.28\times10^{19}\ \mathrm{m^{-2}s^{-1}}.$$

Their sum is $-1.09\times10^{20}\ \mathrm{m^{-2}s^{-1}}$. At 1 Pa the formula returns $-1.09\times10^{22}\ \mathrm{m^{-2}s^{-1}}$.

Divide the latter by $n$. The mean speed would be $1.09\times10^6$ m/s, about 1.5 times $v_t$. The formula assumed $mu^2\ll T$, yet its own answer has $mu^2/T\approx2.3$. It has contradicted its premise.

**Q.** Perhaps only the diffusion part is at fault. Evaluate the conditions with the drift speed alone.

**A.** With $u=\mu E$, which is 3640 m/s at 100 Pa and $3.64\times10^5$ m/s at 1 Pa, the ratios are:

| Ratio | 100 Pa | 1 Pa |
|---|---|---|
| $\omega/\nu$ | 0.035 | 3.5 |
| $\lambda/L$ | 0.010 | 1.0 |
| $u/(\nu L)$ | 0.00005 | 0.50 |
| $mu^2/T$ | 0.000025 | 0.25 |

At 100 Pa all four are small. At 1 Pa the most severe is the oscillation: an electron collides less than once per radian of the field. The last two rows use the drift speed of a steady field, or equivalently the speed that drift-diffusion itself predicts. If the 50 V/m oscillates at 13.56 MHz, inertia lowers the peak speed at 1 Pa by a factor 3.67 (derived in the second half), so that $u/(\nu L)\approx0.14$ and $mu^2/T\approx0.02$. A steady field thus violates the conditions on $u$, an oscillating one the condition on $\omega$, and $\lambda/L$ is of order one in either case.

**Q.** Yet a fluid model at low pressure can still give a sensible density profile. If the flux law is this poor, how can that be?

**A.** There is one balance in which the friction drops out. Suppose the net flux is much smaller than either of its two parts, and $T$ is uniform. Then

$$0\simeq-\mu n\mathbf E-D\nabla n .$$

Put $\mathbf E=-\nabla\phi$ and divide by $\mu n$:

$$\nabla\phi\simeq\frac{T}{e}\nabla\ln n,\qquad n\propto e^{e\phi/T}.$$

This is the Boltzmann relation. The collision frequency has cancelled. The same relation follows from the full steady momentum balance if inertia and friction are small beside the pressure gradient and the pressure is isotropic with uniform temperature. This can hold even when $\nu$ is small. In the example it requires $E=-(T/e)/L=-100$ V/m instead of the $+50$ V/m that I chose.

A correct density profile can therefore coexist with a wrong mobility. It supports the balance of field and pressure, and says little about the flux that remains after the cancellation.

**Q.** Now return to your constant $\nu$. Real cross sections vary with energy. Does the derivation survive?

**A.** The structure survives if the distribution is nearly isotropic, but the temperature-gradient term changes. Let $f=f_0(v)+f_1$, where $f_0$ is isotropic and $f_1$ is a small part proportional to the direction cosines of $\mathbf v$. Neglect the time derivative of $f_1$ and all higher anisotropies. These are again the inertia and pressure approximations, now made inside the kinetic equation. The directional part of that equation is

$$\mathbf v\cdot\nabla f_0-\frac{e}{m}\mathbf E\cdot\frac{\mathbf v}{v}\frac{\partial f_0}{\partial v}=-\nu(v)f_1 .$$

Solve for $f_1$, multiply by $\mathbf v$ and integrate. The angular average of $v_iv_j$ is $\delta_{ij}v^2/3$. For a uniform gas,

$$\boldsymbol\Gamma=-\nabla\int\frac{v^2}{3\nu}f_0\,d^3v+\frac{e\mathbf E}{3m}\int\frac{v}{\nu}\frac{\partial f_0}{\partial v}d^3v .$$

For a Maxwellian, $\partial f_0/\partial v=-(mv/T)f_0$. Define $D=\langle v^2/(3\nu)\rangle$. The second term becomes $-(eD/T)n\mathbf E$, so

$$\boldsymbol\Gamma=-\mu n\mathbf E-\nabla(Dn),\qquad\mu=\frac{eD}{T}.$$

The Einstein relation still holds, because $f_0$ is Maxwellian.

**Q.** Where is the change, then?

**A.** In how $D$ depends on $T$. If $\nu\propto v^p$, then $D\propto\langle v^{2-p}\rangle\propto T^{1-p/2}$, and

$$\nabla(Dn)=D\nabla n+\left(1-\frac p2\right)\frac{D}{T}n\nabla T .$$

For constant $\nu$ the factor is 1, as in the momentum balance. For a constant cross section, $\nu\propto v$ and the factor is $1/2$. Suppose a model uses $\nabla(nT)/(m\nu)$ with an effective $\nu$ chosen to give the correct $D$ at the local temperature. For a constant cross section it would double the thermal-diffusion term, even in a highly collisional plasma. This error is separate from those of low collisionality.

## Second half: what fails when collisions are rare

The drift-diffusion flux has been derived from the electron momentum balance by dropping the inertia and all pressure beyond a scalar $nT$, and estimates show that the conditions for this hold in the example at 100 Pa but fail at 1 Pa. It remains to replace these estimates by comparison with a solvable kinetic model.

Numerical values quoted here were computed with a short program.
